# Slab-truncated Coulomb kernel for first-order response and ionic force constants, part 1

(Sections cited here and not found follow in the second part.)

A buckled honeycomb layer of point ions with charges $Z_1=2$ and $Z_2=4$, lattice constant $a=6$ bohr and heights $z=\pm0.75$ bohr has, at the wavevector $\mathbf q=(0.25,0.15,0)$ bohr$^{-1}$, the ion–ion force constant $C_{1z,1z}=-1.331974$ Ry/bohr² when the Coulomb Hessian is summed directly over the isolated layer. An Ewald sum in a periodic cell of height $c=20$ bohr with the kernel $4\pi e^2/k^2$ gives $-0.851062$, which differs from the direct value by 36% of it, although the nearest image ion lies 18.5 bohr higher and $\sqrt{18.5^2+a^2/3}=18.8$ bohr away; as derived below, almost all of this difference is a background term that appears because the ions are summed without the electrons. The same sum in the same cell gives $-1.331974$ once the kernel is multiplied by $1-(-1)^n e^{-k_pc/2}$. That factor, the conditions under which it is exact, and the size of the error when they are broken all follow from one function of $z$.

### Conventions

Rydberg units are used, so $e^2=2$. The slab has in-plane lattice vectors $\mathbf R$ and cell area $S$, and the calculation repeats it along $z$ with period $c$, so that the cell volume is $\Omega=Sc$ and $G_z=2\pi n/c$ with integer $n$. We write $\mathbf k=\mathbf q+\mathbf G$, with in-plane part $\mathbf k_p$ of length $k_p$ and normal component $k_z$. Fourier transforms are $F(\mathbf k)=\int F(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. Ion $\kappa$ sits at $\boldsymbol\tau_\kappa$ and is displaced by $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R}$ in cell $\mathbf R$. In the example $S=31.17691$ bohr², $\Omega=623.5383$ bohr³ and $|\mathbf q|=0.291548$ bohr$^{-1}$; all parameters are round model values.

One identity is used throughout. Let $\mathbf L$ run over the three-dimensional lattice. The function $e^{-i\mathbf q\cdot\mathbf x}\sum_{\mathbf L}e^{i\mathbf q\cdot\mathbf L}F(\mathbf x-\mathbf L)=\sum_{\mathbf L}e^{-i\mathbf q\cdot(\mathbf x-\mathbf L)}F(\mathbf x-\mathbf L)$ is periodic. Its Fourier coefficient at $\mathbf G$ is a cell integral divided by $\Omega$, and the sum over $\mathbf L$ joins the cells into all space, giving $F(\mathbf q+\mathbf G)/\Omega$. Therefore

$$\sum_{\mathbf L}e^{i\mathbf q\cdot\mathbf L}F(\mathbf x-\mathbf L)=\frac1\Omega\sum_{\mathbf G}F(\mathbf k)\,e^{i\mathbf k\cdot\mathbf x}.\tag{1}$$

### The kernel

Replace $e^2/r$ by $e^2\theta(l-|z|)/r$, where $z$ is the height difference of the two charges. The step depends on $z$ only, so the in-plane transform can be done first. Let $K(z)=\int d^2\rho\,e^{-i\mathbf k_p\cdot\boldsymbol\rho}\,e^2/\sqrt{\rho^2+z^2}$. Transforming $\nabla^2(e^2/r)=-4\pi e^2\delta^3(\mathbf r)$ in the plane gives $K''-k_p^2K=-4\pi e^2\delta(z)$. For $k_p>0$ the decaying solution is $Be^{-k_p|z|}$, whose slope jumps by $-2k_pB$ at $z=0$. Setting this equal to $-4\pi e^2$ gives

$$K(z)=\frac{2\pi e^2}{k_p}e^{-k_p|z|}.\tag{2}$$

Since $K$ is even, the remaining transform is a cosine integral:

$$\int_{-l}^{l}e^{-k_p|z|}e^{-ik_zz}dz=2\,\mathrm{Re}\int_0^le^{-(k_p-ik_z)z}dz=2\,\mathrm{Re}\frac{(k_p+ik_z)\left(1-e^{-k_pl}e^{ik_zl}\right)}{k^2},$$

where numerator and denominator were multiplied by $k_p+ik_z$ and $k^2=k_p^2+k_z^2$. With $\mathrm{Re}[(k_p+ik_z)e^{ik_zl}]=k_p\cos k_zl-k_z\sin k_zl$, multiplication by $2\pi e^2/k_p$ yields

$$\bar v(\mathbf k)=\frac{4\pi e^2}{k^2}\left\{1-e^{-k_pl}\left[\cos k_zl-\frac{k_z}{k_p}\sin k_zl\right]\right\}.\tag{3}$$

If $l=c/2$ and $q_z=0$, then $k_zl=n\pi$, the sine vanishes and the cosine is $(-1)^n$:

$$\bar v(\mathbf q+\mathbf G)=\frac{4\pi e^2}{|\mathbf q+\mathbf G|^2}\left[1-(-1)^ne^{-|\mathbf q+\mathbf G_p|c/2}\right].\tag{4}$$

In the example $e^{-|q|c/2}=0.054178$. For $\mathbf G_p=0$ and $n=0$ the bare value $295.6793$ Ry bohr³ becomes $295.6793\times0.945822=279.66$; for $n=1$ it is raised, $136.8170\times1.054178=144.23$.

The case $k_p=0$ occurs only when $\mathbf q_p$ is zero or a reciprocal vector. Expanding (2), $K=2\pi e^2/k_p-2\pi e^2|z|+O(k_p)$. The first term is independent of $z$. At $k_p=0$ itself it is a constant multiplying the net charge per area, which vanishes for electrons and ions together and for a neutral response. This does not describe the limit $k_p\to0$: one in-plane derivative turns the term into $2\pi e^2\,i\hat{\mathbf k}_p$, finite and dependent on direction, so the potential (10) of an in-plane displacement keeps a term $i(2\pi e^2Z_\kappa/S)\,\hat{\mathbf q}\cdot\mathbf u_\kappa$ as $q\to0$ ($1.61$ Ry/bohr per unit displacement for $Z=4$) that is absent at $\mathbf q=0$. We drop it and take $K=-2\pi e^2|z|$, the potential of a charged sheet. Integration by parts gives $\int_0^lz\cos k_zz\,dz=l\sin(k_zl)/k_z+(\cos k_zl-1)/k_z^2$, and multiplying by $-4\pi e^2$,

$$\bar v(0,k_z)=\frac{4\pi e^2}{k_z^2}\left[1-\cos k_zl-k_zl\sin k_zl\right],\qquad \bar v(0,0)=-4\pi e^2\int_0^lz\,dz=-2\pi e^2l^2.\tag{5}$$

For $l=c/2$ and $n\ne0$ this agrees with (4) at $k_p=0$. For $l=10$ bohr, $\bar v(0,0)=-400\pi=-1256.637$ Ry bohr³.

### The cell-height condition

A plane-wave calculation samples $\bar v$ only at $k_z=q_z+2\pi n/c$. By the one-dimensional form of (1), the kernel that acts on each in-plane component is then the periodized function

$$K_{\rm per}(s)=\sum_{m}e^{iq_zmc}\,\theta(l-|s-mc|)\,K(s-mc).$$

Let the source charge of the home slab lie in $|z'|\le z_s$ and let the potential be needed in $|z|\le z_f$. The differences $s=z-z'$ fill $|s|\le D=z_s+z_f$, and the cell reproduces the isolated slab for every such source exactly when $K_{\rm per}=K$ on that interval. If $D\le l$, the $m=0$ step equals one on the whole interval, so no true pair is lost. If $D\le c-l$, then $|s-mc|\ge c-D\ge l$ for $m\ne0$, so no image is seen. The condition

$$z_s+z_f\le\min(l,\;c-l)\tag{6}$$

is thus sufficient, and since no $m\neq0$ term survives, the result in the slab does not depend on $q_z$ when the full form (3) is used. It is also necessary (shown here for $k_p>0$, $q_z=0$). If $l<c/2$ and $D>l$, then $K_{\rm per}=0\ne K$ just above $s=l$. If $l>c/2$ and $D>c-l$, positive image terms are added to $K$ just above $s=c-l$. If $l=c/2$ and $D>l$, then $K_{\rm per}(s)=K(c-s)\neq K(s)$ just above $s=l$. The right side of (6) is largest at $l=c/2$. In density functional perturbation theory the first-order potential acts on occupied orbitals and the response density is built from products with them, so both regions are the slab, $z_s=z_f=t/2$ for thickness $t$, and

$$c\ge2t.\tag{7}$$

The choice $l=c/2$ has a second merit. For $q_z=0$ the periodized kernel is continuous at $s=l$, because $K(c-l)=K(l)$, and (4) falls as $k_z^{-2}$. For any other $l<c$, or for $l=c/2$ with $e^{iq_zc}\ne1$, the kernel jumps, and the sine term of (3) falls only as $k_z^{-1}$.

For $l=c/2$, $q_z=0$ and $l<s<c$ the defect of the kernel is

$$\Delta K(s)=K(c-s)-K(s)=\frac{2\pi e^2}{k_p}\left[e^{-k_p(c-s)}-e^{-k_ps}\right]=\frac{4\pi e^2}{k_p}e^{-k_pl}\sinh k_p(s-l),\tag{8}$$

it is even in $s$, and it is zero for $|s|<l$. For this choice of $l$ and $q_z$, the truncation error is an integral of $\Delta K$ against a charge profile. Condition (7) makes that integral vanish only for charge of compact support. Electron densities decay exponentially into the vacuum, so $t$ has to be read as the width outside which the density is negligible. The error left in the potential is not equal to the density threshold. By (8) the defect grows as $k_p$ decreases, towards the finite limit $4\pi e^2(s-l)$, so the error should be checked at small $k_p$ by increasing $c$.

### First-order Hartree potential

With $\delta n$ the change of the electron number density, $\delta V_H(\mathbf r)=\int \bar v(\mathbf r-\mathbf r')\delta n(\mathbf r')d^3r'$ is a convolution, so for a Bloch-periodic $\delta n=\sum_{\mathbf G}\delta n(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$,

$$\delta V_H(\mathbf q+\mathbf G)=\bar v(\mathbf q+\mathbf G)\,\delta n(\mathbf q+\mathbf G).\tag{9}$$

As $q\to0$, $1-e^{-qc/2}\to qc/2$ and $\bar v(\mathbf q,0)\to2\pi e^2c/q$. A sheet density $\sigma$ has $\delta n(\mathbf q,0)=\sigma/c$, so the cell height cancels and the two-dimensional law $2\pi e^2\sigma/q$ remains. Semilocal exchange-correlation and nonlocal pseudopotential terms are short-ranged and need no change.

In-plane components decouple in (9), so one component suffices as an example: $\delta n=f(z)e^{i\mathbf q\cdot\mathbf r}$ with $f=0.01\cos^2(\pi z/t)(1+z/t)$ bohr$^{-3}$ for $|z|<t/2$, zero outside, and $t=8$ bohr. Quadrature of $\int K(z-z')f(z')dz'$ gives $0.542676$, $1.252628$ and $0.630554$ Ry at $z=-4,0,4$ bohr. The plane-wave sum with (4) reproduces the quadrature at five heights in the slab with largest deviations $2.2\times10^{-13}$ Ry at $c=2t$ and $6.9\times10^{-13}$ Ry at $c=2.5t$; the test requires less than $10^{-8}$ Ry.

For $t<c<2t$ the upper edge $z=t/2$ has sources at distance $d=t/2-z'>l$, and the error is $\int_{d>l}f(z')\Delta K(d)\,dz'$. The program finds $8.9747\times10^{-5}$ Ry at $c=1.8t$ and $5.4211\times10^{-3}$ Ry at $c=1.5t$, from the plane-wave sum and from this integral alike. Relative to the edge potential these are $1.4\times10^{-4}$ and $0.86\%$. The lower edge fares worse, because its distant sources lie where $1+z/t$ is larger: the same integral there gives $2.3\times10^{-4}$ and $1.13\times10^{-2}$ Ry, the latter $2.1\%$ of the potential at that edge. The onset is slow because two small factors multiply. With $\delta=t-l$ and $w=d-l$, the defect is $\Delta K\approx4\pi e^2e^{-ql}w$, this $f$ vanishes as $(\delta-w)^2$ at its lower edge, and $\int_0^\delta w(\delta-w)^2dw=\delta^4/12$. Here $\delta=0.8$ and $2.0$ bohr and $l=7.2$ and $6.0$ bohr, so the leading-order ratio of the errors is $2.5^4e^{0.2915\times1.2}=39.1\times1.42=55$, against 60 for the full integrals.

The bare kernel is the case $l\to\infty$, in which $K_{\rm per}-K=\sum_{m\ne0}K(s-mc)$. At $c=20$ bohr the edge error is $0.018315$ Ry, or $2.9\%$ of the edge potential, equal to the explicit image sum. At fixed $q$ it falls as $e^{-qc}$ once $qc\gg1$, but at fixed $c$ it grows without bound as $q\to0$ for this $f$, which carries net charge.

Both sides of (6) are tested with the full kernel (3): $c=2.5t$ with $l=t$ or $l=1.5t$ passes, and $c=2t$ with $l=0.7t$ or $l=1.3t$ fails. Dropping the sine where it does not vanish is a fault of its own. At $c=20$ bohr the largest error in the slab is $0.0071$ Ry for $l=0.6c$ and $0.0166$ Ry for $q_z=0.1$ bohr$^{-1}$, while (3) stays within $10^{-8}$ Ry in both cases. Outside the slab, (6) with $z_s=t/2$ limits the physical region to $|z|\le c/2-t/2$. For $c=3t$ the potential is correct at $z=t$, but at $z=c/2$ the cell gives $0.075999$ Ry where the isolated slab has $0.061204$ Ry. States that reach the cell boundary feel a wrong potential.

The $k_p=0$ forms (5) are tested with the same $f$, which carries net charge and so probes $\bar v(0,0)$. The edge values are $-2.142004$ and $-1.879234$ Ry. Their difference must be $-2\pi e^2\int f\,[(t/2-z')-(z'+t/2)]dz'=4\pi e^2\int z'f\,dz'$. Only the odd part of $f$ contributes. Using $\cos^2x=(1+\cos2x)/2$, $\int z^2dz=t^3/12$ and, by two integrations by parts, $\int z^2\cos(2\pi z/t)dz=-t^3/2\pi^2$, one has $\int z f\,dz=0.01\,t^2(1/24-1/4\pi^2)=0.010455$ bohr$^{-1}$, and $8\pi\times0.010455=0.2628$ Ry, the printed difference. The cell supports the potential step of a dipole layer with no compensating field in the slab.

### First-order local pseudopotential

A local pseudopotential $V_\kappa(r)$ tends to $-Z_\kappa e^2/r$ but is not a point-charge potential near the core, so the kernel cannot be applied to it directly. Split it as

$$V_\kappa(r)=V^{\rm SR}_\kappa(r)-Z_\kappa e^2\,\frac{\mathrm{erf}(\sqrt\eta\,r)}{r}.$$

With $\alpha=\sqrt\eta$, $\nabla^2[\mathrm{erf}(\alpha r)/r]=r^{-1}\,d^2\mathrm{erf}(\alpha r)/dr^2=-(4\alpha^3/\sqrt\pi)e^{-\alpha^2r^2}=-4\pi(\eta/\pi)^{3/2}e^{-\eta r^2}$. The second part is therefore the Coulomb potential of a normalized Gaussian charge, whose transform is $e^{-k^2/4\eta}$. Letting this charge act through the truncated interaction replaces $4\pi e^2e^{-k^2/4\eta}/k^2$ by $\bar v(\mathbf k)e^{-k^2/4\eta}$. Displacing the ion changes $V(\mathbf r-\mathbf R-\boldsymbol\tau)$ by $-\mathbf u\cdot\nabla V$ to first order, the gradient becomes $i\mathbf k$, and (1) gives

$$\delta V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}(-i\mathbf k\cdot\mathbf u_\kappa)\left[V^{\rm SR}_\kappa(k)-Z_\kappa\bar v(\mathbf k)e^{-k^2/4\eta}\right]e^{i\mathbf k\cdot(\mathbf r-\boldsymbol\tau_\kappa)},\tag{10}$$

with $V^{\rm SR}(k)=4\pi\int r^2V^{\rm SR}(r)\,\sin(kr)/(kr)\,dr$. Let $d$ be the largest height difference between the ion and a field point. The short-range part is not truncated, so its images are present, and its range must be shorter than $c-d$.

The Gaussian has no compact support, and (7) no longer gives strict exactness. It factorizes into an in-plane part with transform $e^{-k_p^2/4\eta}$ and the profile $g(z)=\sqrt{\eta/\pi}\,e^{-\eta z^2}$. For $\mathbf x=\mathbf r-\boldsymbol\tau$ with height $z$, the Bloch sum of the long-range potential per unit charge is

$$\Phi(\mathbf x)=\frac1S\sum_{\mathbf G_p}e^{i\mathbf k_p\cdot\mathbf x}e^{-k_p^2/4\eta}\int g(z-s)K_{\rm per}(s)\,ds,\tag{11}$$

and its error $\Delta\Phi$ is the same expression with $\Delta K=K_{\rm per}-K$. Since $V^{\rm LR}=-Z\Phi$, the response to a unit $z$ displacement is $+Z\partial_z\Phi$. Because $\partial_zg(z-s)=-\partial_sg(z-s)$ and $\Delta K$ is continuous, integration by parts moves the derivative to $\Delta K$, and (8) gives $\Delta K'=4\pi e^2e^{-k_pl}\cosh k_p(s-l)$. For $\mathbf q$ well inside the first Brillouin zone, keep the term $\mathbf G_p=0$, which then has the largest $e^{-k_pl}$, and set the cosh to one, which is allowed when the Gaussian tail dies within a distance small against $1/q$. With $\int_l^\infty g(d-s)ds=\tfrac12\mathrm{erfc}[\sqrt\eta(l-d)]$,

$$|\Delta(\delta V_z)|\approx\frac{Z}{S}\,2\pi e^2\,e^{-q^2/4\eta-ql}\,\mathrm{erfc}\!\left[\sqrt\eta\,(c/2-d)\right].\tag{12}$$

The truncated kernel, its cell-height condition, and the first-order Hartree and local pseudopotential terms have been derived, with (12) estimating the error left by the Gaussian tail. It remains to turn that estimate into a practical condition on $\eta$ and test it, and to treat the Ewald force constants, the opening discrepancy and the long-wave limit.
